# Virtual Annihilation in Positronium: A Contact Potential for Triplet S States: a program that tests the result

```python
"""Virtual one-photon annihilation in positronium.
Result under test:
    V = e^2 hbar^2 / (8 eps0 m^2 c^2) * (3 + sigma_e.sigma_p) * delta(r),
which shifts only triplet S levels, by m c^2 alpha^4 / (4 n^3).
m: electron mass, alpha: fine-structure constant, n: principal quantum number,
sigma_e, sigma_p: Pauli matrices of electron and positron, r: separation.
Operator tests use hbar = c = m = 1 and e^2/eps0 = 1 (unit box volume);
the worked example is in SI units.
"""
from math import factorial
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import eval_genlaguerre

# Pauli and Dirac matrices
one2 = np.eye(2, dtype=complex)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
alpha_mat = np.array([np.kron(pauli[0], s) for s in pauli])
spin_mat = np.array([np.kron(one2, s) for s in pauli])
beta = np.kron(pauli[2], one2)
gamma2 = beta @ alpha_mat[1]
sigma_dot = sum(np.kron(s, s) for s in pauli)
spin_factor = 0.5 * (3 * np.eye(4) + sigma_dot)


def dirac_h(p):
    return np.einsum('i,iab->ab', p, alpha_mat) + beta


def spinors(p):
    """Columns: electron spinors u and positron spinors v of momentum p."""
    p = np.asarray(p, dtype=float)
    energy = np.sqrt(1 + p @ p)
    lower = np.einsum('i,iab->ab', p, pauli) / (energy + 1)
    u = np.sqrt((energy + 1) / (2 * energy)) * np.vstack([one2, lower])
    v = 1j * gamma2 @ u.conj()
    return energy, u, v


# Fierz identity, component by component
left = np.einsum('iab,icd->abcd', pauli, pauli)
right = (1.5 * np.einsum('ad,cb->abcd', one2, one2)
         - 0.5 * np.einsum('iad,icb->abcd', pauli, pauli))
fierz_error = np.abs(left - right).max()
assert fierz_error < 1e-14

# Charge-conjugation rules for the positron two-spinors at rest
_, u_rest, v_rest = spinors([0, 0, 0])
eta = v_rest[2:, :]
assert np.allclose(eta.conj().T @ eta, one2)
for s in pauli:
    assert np.allclose(eta.conj().T @ s @ eta, -s.T)

# Fock space: two electron and two positron spin modes at rest
lower_op = np.array([[0, 1], [0, 0]], dtype=complex)


def fermion_mode(j):
    out = np.eye(1, dtype=complex)
    for i in range(4):
        factor = pauli[2] if i < j else (lower_op if i == j else one2)
        out = np.kron(out, factor)
    return out


def dag(a):
    return a.conj().T


modes = [fermion_mode(j) for j in range(4)]
b, d = modes[:2], modes[2:]
number = np.real(np.diag(sum(dag(c) @ c for c in modes)))
field = [sum(b[s] * u_rest[i, s] + dag(d[s]) * v_rest[i, s]
             for s in range(2)) for i in range(4)]


def bilinear(matrix):
    return sum(matrix[i, j] * dag(field[i]) @ field[j]
               for i in range(4) for j in range(4))


vac = np.zeros((16, 1), dtype=complex)
vac[0, 0] = 1
electron = np.hstack([dag(b[s]) @ vac for s in range(2)])
positron = np.hstack([dag(d[t]) @ vac for t in range(2)])
pair = np.hstack([dag(b[s]) @ dag(d[t]) @ vac
                  for s in range(2) for t in range(2)])

# The field-theory spin operator on pairs is the sum of two ordinary spins
for a in range(3):
    spin_op = 0.5 * bilinear(spin_mat[a])
    vac_spin = (dag(vac) @ spin_op @ vac)[0, 0]
    found = dag(pair) @ spin_op @ pair - vac_spin * np.eye(4)
    wanted = 0.5 * (np.kron(pauli[a], one2) + np.kron(one2, pauli[a]))
    assert np.allclose(found, wanted)

# Second-order photon exchange, each Cartesian polarization counted once
currents = [bilinear(m) for m in alpha_mat]


def second_order(states, energy, omega):
    resolvent = np.diag(1 / (energy - number - omega))
    total = sum(j @ resolvent @ j for j in currents) / (2 * omega)
    return dag(states) @ total @ states


fock_error = 0.0
for omega in (0.05, 0.3, 0.7):
    w_vac = second_order(vac, 0, omega)[0, 0]
    w_e = second_order(electron, 1, omega) - w_vac * one2
    w_p = second_order(positron, 1, omega) - w_vac * one2
    two_body = (second_order(pair, 2, omega) - w_vac * np.eye(4)
                - np.kron(w_e, one2) - np.kron(one2, w_p))
    diff = np.abs(two_body - spin_factor / (4 - omega**2)).max()
    fock_error = max(fock_error, diff)
assert fock_error < 1e-12


# Moving pairs: transverse photon plus Coulomb part, total momentum along z
def pair_currents(p_el, p_pos):
    e1, u, _ = spinors(p_el)
    e2, _, v = spinors(p_pos)
    assert np.allclose(dirac_h(p_el) @ u, e1 * u)
    assert np.allclose(dirac_h(-p_pos) @ v, -e2 * v)
    j = np.einsum('at,iab,bs->ist', v.conj(), alpha_mat, u).reshape(3, 4)
    rho = np.einsum('at,as->st', v.conj(), u).reshape(4)
    return e1 + e2, j, rho


def annihilation_amplitude(scale):
    k = 0.6 * scale
    total = np.array([0, 0, k])
    rel_i = scale * np.array([0.8, 0.0, 0.5])
    rel_f = scale * np.array([0.8 * np.cos(1.1), 0.8 * np.sin(1.1), 0.5])
    e_i, j_i, rho_i = pair_currents(total / 2 + rel_i, total / 2 - rel_i)
    e_f, j_f, rho_f = pair_currents(total / 2 + rel_f, total / 2 - rel_f)
    assert abs(e_i - e_f) < 1e-12
    assert np.allclose(e_i * rho_i, k * j_i[2], atol=1e-13)
    orderings = (1 / (e_i - k) - 1 / (e_f + k)) / (2 * k)
    transverse = orderings * dag(j_f[:2]) @ j_i[:2]
    coulomb = np.outer(rho_f.conj(), rho_i) / k**2
    return transverse + coulomb


contact = spin_factor / 4
amp_error = [np.abs(annihilation_amplitude(s) - contact).max()
             for s in (0.02, 0.01)]
assert amp_error[0] < 1e-3
assert abs(amp_error[0] / amp_error[1] - 4) < 0.05

# Triplet and singlet values from the small-momentum amplitude
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
triplets = np.array([[1, 0, 0, 0], [0, 2**-0.5, 2**-0.5, 0], [0, 0, 0, 1]])
amp = annihilation_amplitude(1e-3)
triplet_matrix = triplets @ amp @ triplets.T
triplet_value = np.real(np.trace(triplet_matrix)) / 3
singlet_value = np.real(singlet @ amp @ singlet)
assert np.allclose(triplet_matrix, 0.5 * np.eye(3), atol=1e-5)
assert abs(singlet_value) < 1e-5


# Space part: delta function replaced by a Gaussian of width s (unit a = 1)
def radial(n, l, r):
    x = 2 * r / n
    norm = np.sqrt((2 / n)**3 * factorial(n - l - 1)
                   / (2 * n * factorial(n + l)))
    return norm * np.exp(-x / 2) * x**l * eval_genlaguerre(
        n - l - 1, 2 * l + 1, x)


def smeared(n, l, s):
    val, _ = quad(lambda x: radial(n, l, s * x)**2 * x**2
                  * np.exp(-x**2 / 2), 0, 12, epsabs=0, epsrel=1e-10,
                  limit=200)
    return val / (2 * np.pi)**1.5


width = 1e-3
density = {}
for n in (1, 2, 3):
    # extrapolation removes the part linear in the width
    density[n] = 2 * smeared(n, 0, width / 2) - smeared(n, 0, width)
    assert abs(density[n] * np.pi * n**3 - 1) < 1e-4
p_ratio = smeared(2, 1, width) / smeared(2, 1, width / 2)
d_ratio = smeared(3, 2, width) / smeared(3, 2, width / 2)
assert abs(p_ratio / 4 - 1) < 0.01
assert abs(d_ratio / 16 - 1) < 0.01

# Worked example in SI units
m, c, hbar, e, eps0 = sc.m_e, sc.c, sc.hbar, sc.e, sc.epsilon_0
fine = e**2 / (4 * np.pi * eps0 * hbar * c)
a_ps = 8 * np.pi * eps0 * hbar**2 / (m * e**2)
g_triplet = 4 * e**2 * hbar**2 / (8 * eps0 * m**2 * c**2)
psi0_sq = 1 / (np.pi * a_ps**3)
shift = {n: g_triplet * psi0_sq / n**3 for n in (1, 2, 3)}
for n in (1, 2, 3):
    # numerical amplitude times numerical density, in units of m c^2
    assembled = (4 * np.pi * fine * triplet_value
                 * (fine / 2)**3 * density[n]) * m * c**2
    assert abs(assembled / shift[n] - 1) < 2e-4
    assert abs(shift[n] / (m * c**2 * fine**4 / (4 * n**3)) - 1) < 1e-10

print(f"Fierz identity, largest error: {fierz_error:.1e}")
print(f"Fock-space two-body term, largest error: {fock_error:.1e}")
print(f"amplitude error at momentum scale 0.02 mc: {amp_error[0]:.3e}")
print(f"amplitude error at momentum scale 0.01 mc: {amp_error[1]:.3e}")
print(f"ratio of these errors: {amp_error[0] / amp_error[1]:.3f}")
print(f"triplet amplitude (hbar=c=m=e^2/eps0=1): {triplet_value:.5f}")
print(f"singlet amplitude (same units): {abs(singlet_value):.5f}")
print(f"spin factor 3+sigma.sigma, triplet: "
      f"{np.real(triplets[0] @ (2 * spin_factor) @ triplets[0]):.1f}")
print(f"spin factor 3+sigma.sigma, singlet: "
      f"{abs(singlet @ (2 * spin_factor) @ singlet):.1f}")
print(f"Gaussian width for the space test: {width:.4f} a")
for n, l, name in ((1, 0, '1S'), (2, 0, '2S'), (2, 1, '2P'), (3, 2, '3D')):
    print(f"smeared density {name}: {smeared(n, l, width):.4e} a^-3")
print(f"2P density ratio on halving the width: {p_ratio:.3f}")
print(f"3D density ratio on halving the width: {d_ratio:.3f}")
for n in (1, 2, 3):
    print(f"pi n^3 a^3 |psi(0)|^2 by quadrature, n={n}: "
          f"{density[n] * np.pi * n**3:.5f}")
print(f"fine-structure constant: {fine:.8f}")
print(f"electron rest energy: {m * c**2 / e:.2f} eV")
print(f"positronium length a: {a_ps * 1e9:.6f} nm")
print(f"ground-state |psi(0)|^2: {psi0_sq * 1e-27:.5f} nm^-3")
print(f"triplet contact strength: {g_triplet / e * 1e27:.5e} eV nm^3")
for n in (1, 2, 3):
    print(f"shift of {n} triplet S: {shift[n] / e:.5e} eV")
    print(f"shift of {n} triplet S over h: {shift[n] / sc.h / 1e9:.4f} GHz")
print(f"ground-state <p^2>/(mc)^2: {(hbar / (a_ps * m * c))**2:.4e}")
print("all assertions hold")
```

Running it gives:

```
Fierz identity, largest error: 0.0e+00
Fock-space two-body term, largest error: 1.2e-15
amplitude error at momentum scale 0.02 mc: 2.599e-04
amplitude error at momentum scale 0.01 mc: 6.499e-05
ratio of these errors: 3.999
triplet amplitude (hbar=c=m=e^2/eps0=1): 0.50000
singlet amplitude (same units): 0.00000
spin factor 3+sigma.sigma, triplet: 4.0
spin factor 3+sigma.sigma, singlet: 0.0
Gaussian width for the space test: 0.0010 a
smeared density 1S: 3.1730e-01 a^-3
smeared density 2S: 3.9662e-02 a^-3
smeared density 2P: 9.9260e-09 a^-3
smeared density 3D: 9.6866e-17 a^-3
2P density ratio on halving the width: 3.996
3D density ratio on halving the width: 15.986
pi n^3 a^3 |psi(0)|^2 by quadrature, n=1: 1.00000
pi n^3 a^3 |psi(0)|^2 by quadrature, n=2: 1.00000
pi n^3 a^3 |psi(0)|^2 by quadrature, n=3: 1.00000
fine-structure constant: 0.00729735
electron rest energy: 510998.95 eV
positronium length a: 0.105835 nm
ground-state |psi(0)|^2: 268.50770 nm^-3
triplet contact strength: 1.34916e-06 eV nm^3
shift of 1 triplet S: 3.62261e-04 eV
shift of 1 triplet S over h: 87.5943 GHz
shift of 2 triplet S: 4.52826e-05 eV
shift of 2 triplet S over h: 10.9493 GHz
shift of 3 triplet S: 1.34171e-05 eV
shift of 3 triplet S over h: 3.2442 GHz
ground-state <p^2>/(mc)^2: 1.3313e-05
all assertions hold
```
